# The vacuum potential step across a layer of normal dipoles

## Problem

A two-dimensional channel material contains a neutral defect that gives the layer an electric dipole moment along its normal. The defect is modelled in a cell repeated periodically in the plane. The cell measures 1 nm by 1 nm, and its total normal moment is \(p=1\) debye (D). There is vacuum on both sides and no external field.

1. By how much does the electrostatic potential far above the layer differ from that far below?
2. What becomes of this difference if the same moment sits in a cell of 2 nm by 2 nm?
3. A calculation that is also periodic along the normal, with period 3 nm, is used to read off the difference between 1.2 nm above and 1.2 nm below the layer. What does it show?
4. May the same formula be used if the defect is charged?

The layer lies at \(z=0\). The moment points from negative to positive charge, here towards \(+z\), and \(A\) is the area of the cell.

## A tempting solution

A dipole \(p\) along \(z\) produces, at height \(z\) and lateral distance \(s\), the potential

\[
V_1=\frac{p}{4\pi\varepsilon_0}\,\frac{z}{(s^2+z^2)^{3/2}} .
\]

Far above the layer the individual dipoles blur into a continuous sheet with \(1/A\) dipoles per unit area. A ring of radius \(s\) and width \(ds\) contains \(2\pi s\,ds/A\) of them, so

\[
V=\frac{p\,z}{2\varepsilon_0A}\int_0^\infty\frac{s\,ds}{(s^2+z^2)^{3/2}}
=\frac{p\,z}{2\varepsilon_0A}\left[-\frac{1}{\sqrt{s^2+z^2}}\right]_0^\infty
=\frac{p}{2\varepsilon_0A}.
\]

The height has dropped out, as it should for a constant vacuum level. The potential of each dipole vanishes at infinity, so this value appears to be the step caused by the layer. For 1 D per nm² it is 0.188 V.

## Where it fails

The integral is sound for \(z>0\), but the answer drawn from it belongs to another question. The lower limit contributes \(1/\sqrt{z^2}=1/|z|\), not \(1/z\). The result for either side is therefore

\[
V(z)=\frac{p}{2\varepsilon_0A}\,\frac{z}{|z|} .
\]

Above the layer the potential is \(+p/(2\varepsilon_0A)\), and below it is \(-p/(2\varepsilon_0A)\). The tempting solution measured the upper vacuum against the zero of the single-dipole potential. The lower vacuum is not at that zero; it lies just as far below it as the upper vacuum lies above. The difference asked for is

\[
\Delta V=V(+)-V(-)=\frac{p}{2\varepsilon_0A}-\left(-\frac{p}{2\varepsilon_0A}\right)=\frac{p}{\varepsilon_0A}.
\]

## The solution for a real charge distribution

A real layer is not a sheet of point dipoles, so the result should be derived from its charge density. Let \(\rho(z)\) be the charge density averaged over the cell area at fixed \(z\). When Gauss's law is averaged in the same way, the lateral derivatives drop out because the fields are periodic in the plane. With \(E\) the averaged normal field,

\[
\frac{dE}{dz}=\frac{\rho(z)}{\varepsilon_0},\qquad \frac{dV}{dz}=-E .
\]

Let the charge be negligible outside \(-b<z<b\). Neutrality means \(\int\rho\,dz=0\), hence \(E(b)=E(-b)\). The absence of an external field makes this common value zero. Integration by parts then gives

\[
\Delta V=-\int_{-b}^{b}E\,dz
=-\big[zE\big]_{-b}^{b}+\int_{-b}^{b}z\,\frac{dE}{dz}\,dz
=\frac{1}{\varepsilon_0}\int_{-b}^{b}z\,\rho\,dz .
\]

The moment of one cell is \(p=A\int z\rho\,dz\), so

\[
\boxed{\Delta V=\frac{p}{\varepsilon_0A}}
\]

The step depends on the first moment of the charge and not on the rest of its shape. Since \(\rho\) is the full charge density, \(p\) already includes the response of the electrons and the displacement of the ions. Dividing by a dielectric constant of the layer would count that response twice.

## Question 1: the number

The debye is \(10^{-18}\) statcoulomb centimetre. Two charges of one statcoulomb, 1 cm apart, repel each other with 1 dyne, which is \(10^{-5}\) N. Coulomb's law gives

\[
q=\sqrt{4\pi\varepsilon_0\,(10^{-5}\,\mathrm N)(10^{-2}\,\mathrm m)^2}=3.33564\times10^{-10}\ \mathrm C .
\]

Hence \(1\ \mathrm D=10^{-18}\times3.33564\times10^{-10}\times10^{-2}\ \mathrm{C\,m}=3.33564\times10^{-30}\ \mathrm{C\,m}\), and

\[
\Delta V=\frac{3.33564\times10^{-30}\ \mathrm{C\,m}}{(8.854188\times10^{-12}\ \mathrm{F/m})(10^{-18}\ \mathrm{m^2})}=0.377\ \mathrm V\approx0.38\ \mathrm V .
\]

A picture with two charged sheets gives the same value. Represent the moment by charges \(\pm e\) in each cell, separated by \(d=p/e=0.02082\) nm. The sheets carry \(\sigma=\pm e/A\). Each produces a field of magnitude \(|\sigma|/(2\varepsilon_0)\) on both of its sides. Between the sheets the two fields add to \(|\sigma|/\varepsilon_0=18.095\) V/nm, and outside they cancel. The step is \(18.095\times0.02082\ \mathrm V=0.377\) V. A large field acts over a very short distance.

The potential is higher on the side to which the dipole points. An electron has potential energy \(-eV\), so its vacuum level is lower there by 0.377 eV. If the layer has one common Fermi level, the work function on that side is smaller by the same amount.

### How far is "far"?

Close to the layer the potential varies from place to place in the plane. In vacuum it obeys Laplace's equation, so a component with lateral wavevector of length \(G\) satisfies \(d^2V_G/dz^2=G^2V_G\). The solution that does not grow away from the layer is proportional to \(e^{-G|z|}\). On a square lattice of spacing \(a\) the smallest non-zero \(G\) is \(2\pi/a\), and the ripple eventually decays as \(e^{-2\pi|z|/a}\).

A direct Coulomb sum over the charge pairs shows the size of the effect. Take the difference \(V(h)-V(-h)\) on the line through a dipole, and subtract its value on the line through the centre of four dipoles. For \(a=1\) nm the result is 0.568 V at \(h=0.3\) nm, more than the step itself. It is 0.0056 V at 1 nm and about \(10^{-5}\) V at 2 nm. A height of one or two lattice spacings is therefore enough here.

The layer must also be wide compared with the height. On the axis of a disc of radius \(R\), the upper limit of the ring integral is \(R\) instead of infinity, and the difference between heights \(+z\) and \(-z\) becomes

\[
V(z)-V(-z)=\frac{p}{\varepsilon_0A}\left(1-\frac{z}{\sqrt{R^2+z^2}}\right),\qquad z>0 .
\]

With \(R=600\) nm and \(z=2\) nm this is 0.3755 V, and the direct sum over the 1,130,913 pairs in the disc also gives 0.3755 V. In the opposite limit, \(z\gg R\), the bracket tends to \(R^2/(2z^2)\). With \(N=\pi R^2/A\) dipoles the difference becomes \(2Np/(4\pi\varepsilon_0z^2)\), which is that of one dipole of moment \(Np\). The step thus belongs to the range \(a\lesssim z\ll R\), at places whose distance from the rim is also large compared with \(z\).

## Question 2: a larger cell

The area is now 4 nm², and at fixed moment the step falls to \(0.3767/4\ \mathrm V=0.094\) V. It is set by the dipole moment per unit area, not by the moment of one defect alone. One defect per nm² is \(10^{14}\) cm⁻², a density imposed by the small model cell; at \(10^{12}\) cm⁻² the same moment gives a step of only 3.8 mV.

In a real material the moment need not stay fixed. In the plane beside a normal dipole its field is antiparallel to the dipole, so neighbouring defects tend to reduce one another's moment if the layer is polarizable. This effect weakens as the cell grows, and \(p\) has to be computed anew for each cell.

## Question 3: periodicity along the normal

A potential with period \(L\) along \(z\) must have equal values at \(z=-L/2\) and \(z=L/2\). With a single layer in the cell, both faces lie in the same vacuum region, between the layer and its next image. The potential therefore cannot be flat at two different levels above and below the layer. For the same charge density, the averaged Poisson equation allows the potential of the isolated layer to be changed by a linear function and a constant:

\[
V_{\mathrm{per}}(z)=V(z)-E_0z+\text{constant}.
\]

Equality at the two cell faces requires \(\Delta V-E_0L=0\), and therefore

\[
E_0=\frac{\Delta V}{L}=\frac{0.3767\ \mathrm V}{3\ \mathrm{nm}}=0.126\ \mathrm{V/nm}.
\]

This artificial field fills the whole cell, vacuum and layer alike, and points along the dipole. Averaged over the cell area, the difference between \(z=1.2\) nm and \(z=-1.2\) nm in the periodic calculation is

\[
\Delta V-E_0\,(2.4\ \mathrm{nm})=\Delta V\left(1-\frac{2.4}{3}\right)=0.2\times0.3767\ \mathrm V=0.075\ \mathrm V,
\]

one fifth of the true step. Adding \(E_0z\) to the potential within the cell, with the compensating jump placed in the vacuum at the cell face, restores two flat levels and the full 0.377 V.

This arithmetic holds for a given charge density. In a self-consistent calculation the artificial field also polarizes the layer and changes \(p\), so the correction has to act during the self-consistency cycle, not merely on the final potential.

## Question 4: a charged defect

The formula may not be carried over unchanged, because the derivation used neutrality. Suppose one extra positive elementary charge is added per nm². By symmetry the field of this added sheet is \(\sigma/(2\varepsilon_0)=9.05\) V/nm on each side, directed away from the layer. Between 1.0 and 1.4 nm above the layer the potential falls by \(9.0476\times0.4\ \mathrm V=3.62\) V. There is no flat level to read. The size of these numbers comes from the small cell: balanced on a gate across SiO₂ (dielectric constant 3.9), this charge density would need \(18.095/3.9=4.6\) V/nm, several times the breakdown field of about 1 V/nm. The field and the drop scale with \(\sigma\), and they do not vanish for any net charge.

The moment has also lost its unique value. If every \(z\) is measured from an origin 0.1 nm lower, \(p\) grows by \(e\times0.1\ \mathrm{nm}=4.80\) D. Inserted into the formula, this choice of origin alone would alter the "step" by \(4.80\times0.3767\ \mathrm V=1.81\) V. The formula still has a meaning, but a narrower one. With equal and opposite fields on the two sides the boundary term of the integration by parts vanishes, so \(p/(\varepsilon_0A)\) equals the difference between two points at equal distances above and below the chosen origin, both outside the charge. Lowering the origin by 0.1 nm brings the upper point 0.1 nm nearer to the layer and takes the lower point 0.1 nm further away, which changes the difference by \(2\times9.0476\times0.1\ \mathrm V=1.81\) V. The value describes a pair of points, not two vacuum levels. For a neutral layer the same displacement leaves \(p\) unchanged.

A periodic cell with net charge \(Q\) is often given a uniform background of density \(-Q/(AL)\). In the vacuum region Poisson's equation then reads \(d^2V/dz^2=Q/(\varepsilon_0AL)\), so the potential is a parabola, and a linear correction cannot make it flat.

If the countercharge instead sits on a gate that is part of the model, the layer and gate together are neutral. The formula then applies to the pair, with \(p\) the moment of both and the two vacuum levels taken outside them.
